\section*{The $f$-sum rule in TDDFT with static kernels and nonlocal pseudopotentials, part 2}

Can the kernel or a nonlocal pseudopotential change the sum of oscillator strengths in linear-response TDDFT? Hartree atomic units are used. The Kohn--Sham (KS) Hamiltonian is
\begin{equation}
h=T+v_s(\mathbf r)+V_{\rm NL},\qquad T=-\tfrac12\nabla^2 ,
\label{eq:h}
\end{equation}
with $v_s$ multiplicative and $V_{\rm NL}$ an integral operator, diagonal in spin, with real symmetric kernel $V(\mathbf r,\mathbf r')$. Real spin orbitals $\phi_p$ have energies $\varepsilon_p$; $i,j$ label the $N$ occupied ones, $a,b$ the empty ones. Pairs $ia$ have equal spin and gaps $\omega_{ia}=\varepsilon_a-\varepsilon_i>0$; $\mathbf r$ includes spin. Write $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$, $n(\mathbf r)=\gamma(\mathbf r,\mathbf r)$, $F_{pq}=\int\phi_pF\phi_q$, $\rho_{ia}=\phi_i\phi_a$. A potential $F(\mathbf r)(e^{-i\omega t}+e^{i\omega t})$ added to $h$ gives
\begin{equation}
\delta\phi_i=e^{-i\varepsilon_it}\sum_a\phi_a\left(X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t}\right).
\label{eq:ansatz}
\end{equation}
\begin{equation}
(\omega-\omega_{ia})X_{ia}=F_{ia},\qquad(-\omega-\omega_{ia})Y_{ia}=F_{ia}.
\label{eq:XY0}
\end{equation}
and $\delta n=\sum_{ia}(X_{ia}+Y_{ia})\rho_{ia}$. The induced potential is
\begin{equation}
\delta v_{\rm Hxc}(\mathbf r)=\int f(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r',
\label{eq:kernel}
\end{equation}
with $f$ real, symmetric and independent of $\omega$. The response $\chi[G,F]=\int G\,\delta n$ (KS: $\chi_s$) obeys
\begin{equation}
\chi=\chi_s+\chi_sf\chi .
\label{eq:dyson}
\end{equation}
The polarizability is $\alpha=-\chi[z,z]$, with
\begin{equation}
\alpha(\omega)=\sum_I\frac{f_I}{\Omega_I^2-\omega^2},\qquad S_0=\sum_If_I,\qquad S_2=\sum_If_I\Omega_I^2 ,
\label{eq:alpha}
\end{equation}
and KS strengths $f_{ia}=2\omega_{ia}z_{ia}^2$. The tail $\chi\to M_1/\omega^2$ follows from
\begin{equation}
[G,[h,F]]=GhF-GFh-hFG+FhG
\label{eq:expand}
\end{equation}
\begin{equation}
\langle i|[G,[h,F]]|i\rangle=\sum_p(\varepsilon_p-\varepsilon_i-\varepsilon_i+\varepsilon_p)\,G_{ip}F_{ip}
=\sum_p2(\varepsilon_p-\varepsilon_i)G_{ip}F_{ip}.
\label{eq:closure}
\end{equation}
\begin{equation}
M_1[G,F]=\sum_i\langle i|[G,[h,F]]|i\rangle .
\label{eq:M1}
\end{equation}
As an operator, $M_1[G,F]=\int G\,M_1F$. Also $[T,F]\psi=-\frac12(\nabla^2F)\psi-\nabla F\cdot\nabla\psi$, so
\begin{equation}
[G,[T,F]]\psi=-G\,\nabla F\cdot\nabla\psi+\nabla F\cdot\nabla(G\psi)=(\nabla G\cdot\nabla F)\,\psi .
\label{eq:kin}
\end{equation}
The moments are
\begin{equation}
S_0=M_1[z,z]=S_0^{\rm KS},\qquad S_2=S_2^{\rm KS}+\iint m(\mathbf r)f(\mathbf r,\mathbf r')m(\mathbf r'),\qquad m=M_1z .
\label{eq:moments}
\end{equation}
With $\mathsf E$ the diagonal matrix of gaps and $K_{ia,jb}=\iint\rho_{ia}f\rho_{jb}$,
\begin{equation}
\alpha(iu)=y^T(C+u^2)^{-1}y,\qquad y=\sqrt{2\mathsf E}\,z,\qquad C=\mathsf E^2+2\sqrt{\mathsf E}K\sqrt{\mathsf E}.
\label{eq:casida}
\end{equation}
$C$ has eigenvalues $\Omega_I^2$; negative ones are growing modes. For $C$ self-adjoint and bounded below, with spectral measure $\mu$ in $y$, the theorem is
\begin{equation}
\lim_{u\to\infty}u^2\alpha(iu)=\int d\mu=\sum_If_I=|y|^2=\sum_{ia}f_{ia},
\label{eq:theorem}
\end{equation}
and for $C>0$
\begin{equation}
0\le S_0-u^2\alpha(iu)\le S_2/u^2 .
\label{eq:bound}
\end{equation}

\subsection{The nonlocal pseudopotential}

The theorem fixes $S_0=M_1[z,z]$, and \eqref{eq:M1} contains the whole of $h$. Multiplying an integral operator by $F$ from the right multiplies its kernel by $F'=F(\mathbf r')$, and from the left by $F=F(\mathbf r)$. Thus $[V_{\rm NL},F]$ has the kernel $V(\mathbf r,\mathbf r')(F'-F)$, and the outer commutator multiplies it by $G-G'$:
\begin{equation}
[G,[V_{\rm NL},F]](\mathbf r,\mathbf r')=-V(\mathbf r,\mathbf r')\,(G-G')(F-F').
\label{eq:nlkernel}
\end{equation}
The expectation value of an operator with kernel $A$ is $\sum_i\langle i|A|i\rangle=\iint\gamma(\mathbf r',\mathbf r)A(\mathbf r,\mathbf r')$, so
\begin{equation}
M_1[G,F]=\int n\,\nabla G\cdot\nabla F-\iint\gamma(\mathbf r',\mathbf r)V(\mathbf r,\mathbf r')(G-G')(F-F') ,
\label{eq:M1full}
\end{equation}
and for the dipole
\begin{equation}
\sum_If_I=N+\Delta,\qquad
\Delta=\sum_i\langle i|[z,[V_{\rm NL},z]]|i\rangle=-\iint\gamma(\mathbf r',\mathbf r)V(\mathbf r,\mathbf r')(z-z')^2 .
\label{eq:Delta}
\end{equation}
Here $N$ counts the valence electrons. To obtain the operator form, write $(G-G')(F-F')=G(F-F')+G'(F'-F)$. Exchanging the integration variables in the second term turns it into the first, since $\gamma$ and $V$ are symmetric. Reading off the coefficient of $G(\mathbf r)$,
\begin{equation}
(M_1F)(\mathbf r)=-\nabla\cdot(n\nabla F)-2\int\gamma(\mathbf r',\mathbf r)V(\mathbf r,\mathbf r')\,(F-F')\,d\mathbf r' .
\label{eq:M1op}
\end{equation}
This is the form to be used for $m$ in \eqref{eq:moments}. Two limits check it. For $V\propto\delta(\mathbf r-\mathbf r')$ the factor $F-F'$ removes the correction. For constant $G$ in \eqref{eq:M1full} both terms vanish, so charge is conserved globally, although the second term of \eqref{eq:M1op} moves charge within the range of $V_{\rm NL}$ without passing through the ordinary current.

At finite wave vector, add the moments of $\cos\mathbf q\cdot\mathbf r$ and $\sin\mathbf q\cdot\mathbf r$. The squared gradients sum to $q^2$, and with $A=\mathbf q\cdot\mathbf r$, $A'=\mathbf q\cdot\mathbf r'$ one has $(\cos A-\cos A')^2+(\sin A-\sin A')^2=2-2\cos(A-A')$, so
\begin{equation}
M_1(\mathbf q)=q^2N-2\iint\gamma(\mathbf r',\mathbf r)V(\mathbf r,\mathbf r')\left[1-\cos\mathbf q\cdot(\mathbf r-\mathbf r')\right].
\label{eq:finiteq}
\end{equation}
For small $\mathbf q$ along $z$, $1-\cos(A-A')\approx(A-A')^2/2$ returns $q^2(N+\Delta)$. The correction is bounded in $q$ while the first term grows as $q^2$, so its relative size decays at least as $1/q^2$ at large $q$, that is for $1/q$ well below the core radius; at smaller $q$ it need not vary monotonically.

For a separable (Kleinman--Bylander) pseudopotential $V_{\rm NL}=\sum_\nu|\beta_\nu\rangle h_\nu\langle\beta_\nu|$, equation \eqref{eq:expand} with $G=F=z$ gives $[z,[V_{\rm NL},z]]=2zV_{\rm NL}z-z^2V_{\rm NL}-V_{\rm NL}z^2$. For real functions the last two terms have equal expectation values, and
\begin{equation}
\Delta=2\sum_{i\nu}h_\nu\left[\langle\beta_\nu|z|i\rangle^2-\langle i|z^2|\beta_\nu\rangle\langle\beta_\nu|i\rangle\right].
\label{eq:KB}
\end{equation}
Take one electron in an $s$ orbital $\phi_0=(u/r)Y_{00}$, with projectors $(\beta_l/r)Y_{lm}$ for $l=0,1$. Since $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, one has $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$ and $z\phi_0=(ru/r)\,Y_{10}/\sqrt3$. In the first term of \eqref{eq:KB} only the $l=1,m=0$ projector survives, with $\langle\beta|z|0\rangle^2=\frac13\langle\beta_p|r|u\rangle^2$. In the second only the $s$ projector overlaps $\phi_0$, and the angular average of $z^2$ is $r^2/3$. In terms of radial integrals such as $\langle\beta_p|r|u\rangle=\int\beta_p\,r\,u\,dr$,
\begin{equation}
\Delta=\Delta_p+\Delta_s,\qquad
\Delta_p=\tfrac23h_p\langle\beta_p|r|u\rangle^2,\qquad
\Delta_s=-\tfrac23h_s\langle u|r^2|\beta_s\rangle\langle\beta_s|u\rangle .
\label{eq:Deltas}
\end{equation}
The same angular steps for a semilocal potential, acting as $V_l(r)$ in channel $l$, give $\Delta=\frac23\int u^2r^2(V_1-V_0)\,dr$, which vanishes when both channels feel the same potential. The sign of $\Delta$ is not fixed: repulsion in the final channel ($h_p>0$ or $V_1>0$) contributes positively, and repulsion in the initial channel contributes negatively, in the separable form provided $\langle u|r^2|\beta_s\rangle$ and $\langle\beta_s|u\rangle$ have the same sign, as they do for nodeless $u$ and $\beta_s$.

A valence sum different from $N$ has an all-electron counterpart. For a single valence orbital $v$ in a local potential, \eqref{eq:closure} and \eqref{eq:kin} give $\sum_p2(\varepsilon_p-\varepsilon_v)z_{vp}^2=1$. The terms with $p$ in the core are negative or zero and are blocked by the Pauli principle, so the allowed transitions out of $v$ sum to more than 1 whenever some core orbital has $z_{vp}\ne0$. An $s$ valence orbital needs a $p$ core for this: over a pure $1s$ core, as in Li, the core terms vanish by symmetry and the sum stays 1. This counting holds for independent-particle transitions. In an all-electron response calculation the kernel couples core and valence transitions and conserves only their total, so the excess need not remain in the valence region of the spectrum. A pseudopotential can mimic the independent-particle excess through $\Delta>0$, but fitting energy levels does not oblige it to. For the interacting pseudo-Hamiltonian, the electron repulsion commutes with $\sum_kz_k$, so the exact sum has the form \eqref{eq:Delta} with the interacting density matrix in place of $\gamma$; a static kernel yields the KS value of $\Delta$, which need not coincide with it.

The same commutator governs the velocity form of the matrix elements. From $[T,z]=-\partial_z$, a special case of the line above \eqref{eq:kin}, the velocity operator is $v_z=i[h,z]=p_z+i[V_{\rm NL},z]$ with $p_z=-i\partial_z$. Taking $\langle a|[h,z]|i\rangle=(\varepsilon_a-\varepsilon_i)z_{ia}$,
\begin{equation}
\omega_{ia}z_{ia}=-\langle a|\partial_z|i\rangle+\langle a|[V_{\rm NL},z]|i\rangle ,\qquad
f_{ia}=\frac{2(\omega_{ia}z_{ia})^2}{\omega_{ia}} .
\label{eq:velocity}
\end{equation}
If only the first term is kept, the resulting strengths are not those of $h$, and their sum is in general neither $N$ nor $N+\Delta$. For the $s$ electron, $\partial_z\phi_0=(u/r)'\cos\theta\,Y_{00}$ has the radial function $r(u/r)'/\sqrt3=(u'-u/r)/\sqrt3$, and with $u_a$ the radial function of the $p$ state,
\begin{equation}
\langle a|[V_{\rm NL},z]|0\rangle=\tfrac1{\sqrt3}\left[\langle u_a|\beta_p\rangle h_p\langle\beta_p|r|u\rangle-\langle u_a|r|\beta_s\rangle h_s\langle\beta_s|u\rangle\right].
\label{eq:velrad}
\end{equation}

\subsection{Cases outside the theorem}

Let the induced one-body operator be general, with components $\delta\Sigma^\pm$ at $e^{\mp i\omega t}$. Equation \eqref{eq:XY0} becomes $(\omega-\omega_{ia})X_{ia}=F_{ia}+\langle a|\delta\Sigma^+|i\rangle$ and $(-\omega-\omega_{ia})Y_{ia}=F_{ia}+\langle a|\delta\Sigma^-|i\rangle$. The operator is linear in the density-matrix change, whose $e^{-i\omega t}$ part follows from \eqref{eq:ansatz},
\begin{equation}
\delta\gamma^+(\mathbf r,\mathbf r')=\sum_{jb}\left[X_{jb}\phi_b(\mathbf r)\phi_j(\mathbf r')+Y_{jb}\phi_j(\mathbf r)\phi_b(\mathbf r')\right],
\label{eq:dgamma}
\end{equation}
and $\delta\gamma^-$ has $X$ and $Y$ exchanged. Collecting the coefficients of $X$ into $A$ (which includes $\mathsf E$) and those of $Y$ into $B$ gives $(A-\omega)X+BY=-F$ and $BX+(A+\omega)Y=-F$. The difference of these is $(A-B)(X-Y)=\omega(X+Y)$ and the sum is $(A+B)(X+Y)-\omega(X-Y)=-2F$. Eliminating $X-Y$, with $s=X+Y$, $\omega=iu$ and $\alpha=-z^Ts$,
\begin{equation}
\alpha(iu)=2z^T\left[(A+B)+u^2(A-B)^{-1}\right]^{-1}z\;\longrightarrow\;\frac{2z^T(A-B)z}{u^2}.
\label{eq:AB}
\end{equation}
A kernel of the form \eqref{eq:kernel} sees only the diagonal $\delta n=\sum(X+Y)\rho$, so $A=\mathsf E+K$, $B=K$, and $A-B=\mathsf E$ is free of the kernel. This is the theorem again, and it shows two further ways to lose it.

The Tamm--Dancoff approximation (TDA) sets $B=0$. Then the strengths $f_I=2\Omega_I(z^TX_I)^2$, with $AX_I=\Omega_IX_I$, sum by completeness to
\begin{equation}
S_0^{\rm TDA}=2z^TAz=S_0^{\rm KS}+2z^TKz ,
\label{eq:tda}
\end{equation}
which depends on the kernel.

Fock exchange is not multiplicative: $\Sigma_x(\mathbf r,\mathbf r')=-w(\mathbf r,\mathbf r')\gamma(\mathbf r,\mathbf r')$, with $w$ the electron repulsion and $\gamma$ diagonal in spin. With $(pq|rs)=\iint\phi_p\phi_q(\mathbf r)\,w\,\phi_r\phi_s(\mathbf r')$, inserting \eqref{eq:dgamma} gives $\langle a|\delta\Sigma_x^+|i\rangle=-\sum_{jb}[X_{jb}(ab|ij)+Y_{jb}(aj|ib)]$. The Hartree part cancels in $A-B$, so in time-dependent Hartree--Fock (TDHF)
\begin{equation}
S_0=2z^T\mathsf Ez+2\sum_{ia,jb}z_{ia}z_{jb}\left[(aj|ib)-(ab|ij)\right].
\label{eq:tdhf}
\end{equation}
The first term is the orbital sum of the Fock Hamiltonian. By \eqref{eq:Delta} with $V=-w\gamma$ it equals $N+\Delta_x$, where $\Delta_x=\iint w\,D^2\ge0$ and $D(\mathbf r,\mathbf r')=(z-z')\gamma(\mathbf r,\mathbf r')$. For a closed shell with $\rho$ the density matrix of one spin, $\Delta_x=2\iint\rho^2w(z-z')^2$ over space alone. Now $D$ is the kernel of $z\gamma-\gamma z$, and $\gamma$ is the projector on the occupied orbitals, so $D_{ai}=z_{ia}$, $D_{ia}=-z_{ia}$, while $D_{ij}=z_{ij}-z_{ij}=0$ and $D_{ab}=0$. Thus $D=\sum_{ia}z_{ia}[\phi_a(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_a(\mathbf r')]$. Its square has two direct products, each giving $(ab|ij)$, and two cross products, each giving $-(aj|ib)$:
\begin{equation}
\Delta_x=2\sum_{ia,jb}z_{ia}z_{jb}\left[(ab|ij)-(aj|ib)\right].
\label{eq:cancel}
\end{equation}
This is minus the second term of \eqref{eq:tdhf}, so TDHF gives $S_0=N$. Here the kernel does change the orbital sum, and the result $N$ requires that the $\gamma$ in the Fock operator be built from that operator's own occupied orbitals. A pseudopotential is a fixed external operator with no response term, so nothing cancels its $\Delta$. Conversely, Hartree--Fock orbitals and energies combined with a kernel of type \eqref{eq:kernel} keep the sum $N+\Delta_x$.

In a finite basis, \eqref{eq:theorem} holds exactly, because it used only the completeness of the eigenvectors of $C$. The value $N+\Delta$ need not be reached, because \eqref{eq:closure} used completeness in the one-electron space. Nor does reaching it prove that the basis is converged: for hydrogen, the exact $1s$ orbital $\phi_0$ and the single $p$ function $z\phi_0$ give a sum of exactly 1, but $\alpha(0)=4$ bohr$^3$ instead of $4.5$ bohr$^3$. For the Hamiltonian \eqref{eq:h}, a deviation from $N$, of either sign, that is the same for all kernels of the form \eqref{eq:kernel} points to the basis or to $V_{\rm NL}$, and no such kernel can repair it. On a uniform sinc grid the basis error is explicit. The position is diagonal and $T_{kl}=(-1)^{k-l}/[\delta^2(k-l)^2]$ for $k\ne l$ and spacing $\delta$, so by the matrix form of \eqref{eq:nlkernel} the double commutator is $-(x_k-x_l)^2T_{kl}=\delta_{kl}-(-1)^{k-l}$. Its expectation value in a normalized vector $c$ is $1-|\sum_k(-1)^kc_k|^2$, which differs from 1 by the squared overlap of $c$ with the alternating vector $(-1)^k$, the shortest wavelength of the grid; this is the number of grid points times the weight of $c$ in the normalized mode.

\subsection{Worked example: a rubidium-like pseudo-atom}

The model has one valence electron. The chosen inputs are a local potential $-\operatorname{erf}(r/\sqrt2\,r_{\rm loc})/r$ with $r_{\rm loc}=1.0$ bohr ($0.529$~\AA), normalized radial projectors $\beta_s\propto re^{-r^2/2r_s^2}$ and $\beta_p\propto r^2e^{-r^2/2r_p^2}$ with $r_s=1.8$ bohr ($0.953$~\AA) and $r_p=2.0$ bohr ($1.058$~\AA), and the levels $\varepsilon_s=-4.18$ eV $=-0.153612$ Ha and $\varepsilon_p=-2.60$ eV $=-0.095548$ Ha, which are model parameters, not measured values, placed near the Rb levels of about $-4.2$ and $-2.6$ eV. The radial sinc grid has 200 points at spacing $0.3$ bohr, a box of 60 bohr ($31.75$~\AA).

The strengths $h_l$ follow from the levels. With $h_{{\rm loc},l}$ the radial Hamiltonian without projector, $(h_{{\rm loc},l}+h_l|\beta_l\rangle\langle\beta_l|)\psi=\varepsilon_l\psi$ gives $\psi=-h_l\langle\beta_l|\psi\rangle(h_{{\rm loc},l}-\varepsilon_l)^{-1}\beta_l$, and projecting on $\beta_l$ gives $h_l=-1/\langle\beta_l|(h_{{\rm loc},l}-\varepsilon_l)^{-1}|\beta_l\rangle$. The values are $h_s=0.164634$ Ha ($4.4799$ eV) and $h_p=0.056279$ Ha ($1.5314$ eV). The $s$ orbital has $\langle r\rangle=4.1629$ bohr ($2.2029$~\AA), and the three radial integrals are $\langle\beta_p|r|u\rangle=2.78920$ bohr, $\langle u|r^2|\beta_s\rangle=5.34173$ bohr$^2$ and $\langle\beta_s|u\rangle=0.74131$. Equation \eqref{eq:Deltas} gives
\begin{align}
\Delta_p&=\tfrac23(0.056279)(2.78920)^2=0.29189,\nonumber\\
\Delta_s&=-\tfrac23(0.164634)(5.34173)(0.74131)=-0.43462,\nonumber\\
1+\Delta&=1+0.29189-0.43462=0.85727 .
\label{eq:example}
\end{align}
The sum over the eigenstates agrees with this value to within $10^{-8}$, and with the projectors removed the same grid gives a sum of $1.00000000$, so the deficit $\Delta=-0.14273$ is not a basis error. The sign is opposite to the excess that blocked transitions into the $p$ core produce, at the independent-particle level, in an alkali atom such as Rb. The model was fitted to two energies only, its $s$ repulsion outweighs its $p$ repulsion in \eqref{eq:Deltas}, and its intensities should not be read as those of Rb, whose resonance strength is roughly 1.

The lowest KS line lies at $\omega=-0.095548+0.153612=0.058064$ Ha $=1.5800$ eV with $|z|=2.68185$ bohr ($1.4192$~\AA), so $f_1=2(0.058064)(2.68185)^2=0.83523$. The full velocity form \eqref{eq:velocity} gives $0.835226$, identical to the length form. The bare momentum gives $1.114719$ for this line and $1.197488$ for the sum; a single line then exceeds the total $0.857271$ that the Hamiltonian allows.

The kernels act in the $l=1$ channel, where $\rho_a=(uu_a/r^2)Y_{00}Y_{10}$. The $l=1$, $m=0$ term of the multipole expansion of $1/|\mathbf r-\mathbf r'|$ is $(4\pi/3)(r_</r_>^2)Y_{10}Y_{10}'$, and $Y_{00}^2=1/4\pi$, so the Hartree matrix is $K^{\rm H}_{ab}=\frac13\iint uu_a(r)\,(r_</r_>^2)\,uu_b(r')\,dr\,dr'$. Local spin-density exchange for a fully polarized density has $v_x=-(6n/\pi)^{1/3}$, hence the adiabatic kernel $f_x=(v_x/3n)\,\delta(\mathbf r-\mathbf r')$, and since $\phi_0^2=n$ the matrix is $K^x_{ab}=\frac13\int u_av_xu_b\,dr$, which is bounded. The results are:
\begin{center}
\begin{tabular}{lccccc}
kernel & $\Omega_1$ (eV) & $f_1$ & $\alpha(0)$ (\AA$^3$) & $S_2$ (Ha$^2$) & $S_0$\\
none & 1.5800 & 0.83523 & 36.97 & 0.003523 & 0.857271\\
Hartree & 2.0602 & 0.72170 & 19.99 & 0.006793 & 0.857271\\
Hartree $+f_x$ & 1.6280 & 0.81226 & 34.17 & 0.003845 & 0.857271
\end{tabular}
\end{center}
A single electron does not interact with itself, so the first row is the exact response of the model. The Hartree kernel alone is pure self-interaction: it moves the line up to $2.0602$ eV, lowers $\alpha(0)$ from $249.46$ to $134.89$ bohr$^3$ and nearly doubles $S_2$. Local exchange cancels most of this, returning $\alpha(0)$ to $230.61$ bohr$^3$. The sum $S_0$ does not move, so agreement with the sum rule says nothing about the quality of a kernel of the form \eqref{eq:kernel}.

The tail shows where the kernel stops mattering. At $u=0.1$ Ha, $u^2\alpha(iu)$ is $0.634073$, $0.511699$ and $0.618098$ for the three rows; at $u=1$ Ha it is $0.854010$, $0.850797$ and $0.853670$; at $u=10$ Ha it is $0.857235$, $0.857203$ and $0.857232$. For the Hartree kernel at $u=1$ Ha, the bound \eqref{eq:bound} reads $0.857271-0.850797=0.006474\le0.006793$. In the TDA, \eqref{eq:tda} gives $0.857271+0.436539=1.293810$ for the Hartree kernel and $0.857271+0.046577=0.903848$ with exchange added. Finally, the deliberately unstable kernel $4f_x$ without the Hartree term has a lowest eigenvalue $\Omega^2=-0.034093$ Ha$^2$. The sum over all eigenvalues is still $0.857271$, but only $0.004190$ of it lies at real frequencies: almost the whole strength has gone into growing modes.

\subsection{What the numerical check tests}

The numerical check verifies \eqref{eq:kin} symbolically in one dimension. It then treats four electrons in two doubly occupied orbitals on a line of 71 points at spacing $0.3$ bohr, with $v=0.125x^2+0.3e^{-(x-1)^2}$ Ha and a Gaussian projector centred at $x=0.5$ bohr of strength $0.4$ Ha. The Dyson equation \eqref{eq:dyson} is solved in real space at $u=100$ and $200$ Ha, and the combination $(4t_{200}-t_{100})/3$ of $t_u=-u^2\chi[G,F]$ removes the next order in $1/u^2$. For a soft Coulomb kernel $1/\sqrt{(x-x')^2+1}$, the same minus $0.5\,\delta(x-x')$, and a random smooth symmetric kernel, the tails equal the quadrature of \eqref{eq:M1full}: $4.000000-0.510686=3.489314$ for $G=F=x$, $3.586421-0.437191=3.149230$ for $G=F=\cos qx$ with $q=1.3$ bohr$^{-1}$, and $-5.150741$ for $G=x^2$, $F=\cos qx$. The $u^{-4}$ term of $\chi-\chi_s$ matches \eqref{eq:moments} with $m$ from \eqref{eq:M1op}, at $0.743041$, $0.212458$ and $-0.018317$ Ha$^2$. With the projector removed and Hartree--Fock solved self-consistently with the soft Coulomb repulsion, the orbital sum is $7.736085=4+3.736085$, with $\Delta_x$ from direct quadrature, and TDHF returns $4.000000$. For the pseudo-atom, the sums over eigenstates of $C$ are compared with \eqref{eq:Deltas}, the identity \eqref{eq:velocity} is tested for every $p$ state, and $\alpha(iu)$ is obtained from a linear solve on the grid that uses only the $s$ ground state, and is tested against \eqref{eq:alpha} at $u=0$ and against \eqref{eq:bound} at $u=0.1$, $1$ and $10$ Ha.

\section*{Values computed for the example and the checks}
\begin{verbatim}
1D model: N=4, h=0.3 bohr, 71 points, projector 0.4 Ha, q=1.3 1/bohr
1D v = 0.125x^2+0.3exp(-(x-1)^2) Ha, beta ~ exp(-(x-0.5)^2/2), u=100,200 Ha
1D M1[x,x] (a.u.): local 4.000000 NL -0.510686 sum 3.489314
   Dyson tails, 3 kernels (a.u.): 3.489314 3.489314 3.489314
1D M1[cos,cos] (a.u.): local 3.586421 NL -0.437191 sum 3.149230
   Dyson tails, 3 kernels (a.u.): 3.149230 3.149230 3.149230
1D M1[x^2,cos] (a.u.): local -6.104187 NL 0.953446 sum -5.150741
   Dyson tails, 3 kernels (a.u.): -5.150741 -5.150741 -5.150741
1D S2 shift, soft Coulomb (Ha^2): Dyson 0.743041 formula 0.743041
1D S2 shift, soft - 0.5 delta (Ha^2): Dyson 0.212458 formula 0.212458
1D S2 shift, random smooth (Ha^2): Dyson -0.018317 formula -0.018317
1D HF (dimensionless): orbital sum 7.736085, Delta_x 3.736085, TDHF sum 4.000000
Rb model grid: h = 0.3 bohr, 200 points, box 60 bohr = 31.75 A
r_loc, r_s, r_p = 1.0, 1.8, 2.0 bohr = 0.529, 0.953, 1.058 A
eps_s = -0.153612 Ha = -4.18 eV, eps_p = -0.095548 Ha = -2.60 eV
h_s = 0.164634 Ha = 4.4799 eV, h_p = 0.056279 Ha = 1.5314 eV
<r> of s orbital = 4.1629 bohr = 2.2029 A
<beta_p|r|u> = 2.78920 bohr, <u|r^2|beta_s> = 5.34173 bohr^2, <beta_s|u> = 0.74131
Delta_p = 0.291889, Delta_s = -0.434618, Delta = -0.142729, 1+Delta = 0.857271
control, projectors off: sum f = 1.00000000
KS first line: omega = 0.058064 Ha = 1.5800 eV, |z| = 2.68185 bohr = 1.4192 A
f_1 length 0.835226, bare p 1.114719, p+i[V,r] 0.835226
sum f with bare p = 1.197488
[none] Omega_1 = 0.058064 Ha = 1.5800 eV, f_1 = 0.83523
   alpha(0) = 249.46 bohr^3 = 36.97 A^3, sum f = 0.857271, S2 = 0.003523 Ha^2
   u^2 alpha(iu), u = 0.1, 1, 10 Ha: 0.634073, 0.854010, 0.857235
   TDA sum f = 0.857271, 2 z K z = 0.000000
[Hartree] Omega_1 = 0.075711 Ha = 2.0602 eV, f_1 = 0.72170
   alpha(0) = 134.89 bohr^3 = 19.99 A^3, sum f = 0.857271, S2 = 0.006793 Ha^2
   u^2 alpha(iu), u = 0.1, 1, 10 Ha: 0.511699, 0.850797, 0.857203
   TDA sum f = 1.293810, 2 z K z = 0.436539
[H+LSDAx] Omega_1 = 0.059827 Ha = 1.6280 eV, f_1 = 0.81226
   alpha(0) = 230.61 bohr^3 = 34.17 A^3, sum f = 0.857271, S2 = 0.003845 Ha^2
   u^2 alpha(iu), u = 0.1, 1, 10 Ha: 0.618098, 0.853670, 0.857232
   TDA sum f = 0.903848, 2 z K z = 0.046577
[4*fx] lowest Omega^2 = -0.034093 Ha^2, sum f all = 0.857271, real only = 0.004190
\end{verbatim}
